# The Motz-Wise sticking correction and its kinetic limits: a program that tests the result

```python
"""
Result under test: the continuum wall condition for a species consumed with
probability s per hit is  J = s/(1 - K s) * n0 * c/4,  with K = 1/2 in the
Motz-Wise closure and K = 0 without correction.
J: net flux into wall, n0: continuum density extrapolated to the wall,
c: mean thermal speed, D: diffusion coefficient, vp = sqrt(2kT/m).
Kinetic units: speed vp = 1 (or the single speed = 1), collision frequency = 1.
K is computed from the linear kinetic equation and checked by particle runs.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

rng = np.random.default_rng(12345)


def legendre(a, b, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


# ---------- closure 1: diffusive distribution, three-dimensional quadrature
speed, w_speed = legendre(0, 8, 80)
cosine_in, w_in = legendre(-1, 0, 20)
cosine_out, w_out = legendre(0, 1, 20)
mean_speed = 2 / np.sqrt(np.pi)


def half_moments(cosines, w_cos, slope, bend):
    """density and flux towards the wall carried by one velocity half"""
    v, mu = np.meshgrid(speed, cosines, indexing="ij")
    f = np.exp(-v**2) / np.pi**1.5 * (1 - slope * v * mu * (1 + bend * v**2))
    weight = 2 * np.pi * v**2 * np.outer(w_speed, w_cos)
    return np.sum(weight * f), np.sum(-weight * v * mu * f)


for slope, bend in [(0.1, 0.0), (0.3, 0.4), (0.2, -0.15)]:
    dens_in, flux_in = half_moments(cosine_in, w_in, slope, bend)
    dens_out, flux_out = half_moments(cosine_out, w_out, slope, bend)
    density, net = dens_in + dens_out, flux_in + flux_out
    assert abs(density - 1) < 1e-10
    assert abs(flux_in - density * mean_speed / 4 - net / 2) < 1e-10
    s_implied = net / flux_in
    factor = net / (density * mean_speed / 4)
    assert abs(factor - s_implied / (1 - s_implied / 2)) < 1e-9

# ---------- closure 2: two half-Maxwellians of unequal density
dens_in, flux_in = half_moments(cosine_in, w_in, 0, 0)
dens_out, flux_out = half_moments(cosine_out, w_out, 0, 0)
for s in (0.05, 0.5, 1.0):
    density = dens_in + (1 - s) * dens_out
    net = flux_in + (1 - s) * flux_out
    assert abs(net / (density * mean_speed / 4) - s / (1 - s / 2)) < 1e-9


# ---------- speed at which the outgoing diffusive distribution turns negative
def zero_speed(s):
    flux = s / (1 - s / 2) * mean_speed / 4
    gradient = flux / 0.5                      # D = 1/2 in kinetic units
    return brentq(lambda v: 1 - gradient * v, 0, 1e4)


for s in (0.1, 1.0):
    assert abs(zero_speed(s) - np.sqrt(np.pi) * (1 / s - 0.5)) < 1e-8


# ---------- kinetic wall layer by discrete velocities
def maxwell_nodes(count):
    v, w = legendre(0, 5, count)
    w = w * np.exp(-v**2)
    return v, 0.5 * w / w.sum()


def one_speed_nodes(count):
    v, w = legendre(0, 1, count)
    return v, 0.5 * w


def wall_layer(s, nodes, specular=False):
    """K for the extrapolated density and for the true density at the wall"""
    v, w = nodes
    q = np.sqrt(w) / v
    eigen, vectors = np.linalg.eigh(np.diag(1 / v**2) - 2 * np.outer(q, q))
    decay = np.sqrt(eigen[1:])                 # first mode is the uniform one
    even = vectors[:, 1:] / (np.sqrt(w) * v)[:, None]
    even = even / np.abs(even).max(axis=0)
    tilt = np.outer(v, decay)
    ones = np.ones((len(v), 1))
    leaving = np.hstack([ones, even * (1 + tilt) / 2])
    arriving = np.hstack([ones, even * (1 - tilt) / 2])
    if specular:
        back = np.eye(len(v))
    else:
        back = np.outer(np.ones(len(v)), w * v) / np.sum(w * v)
    unknown = np.linalg.solve(leaving - (1 - s) * back @ arriving,
                              v + (1 - s) * back @ v)
    f_leaving = leaving @ unknown - v
    f_arriving = arriving @ unknown + v
    quarter = np.sum(w * v)                    # one-way flux per density
    diffusion = 2 * np.sum(w * v**2)
    flux = np.sum(w * v * (f_arriving - f_leaving))
    assert abs(flux - diffusion) < 1e-6        # flux = D * unit gradient
    assert abs(flux - s * np.sum(w * v * f_arriving)) < 1e-6
    wall_density = np.sum(w * (f_arriving + f_leaving))
    return (1 / s - unknown[0] * quarter / flux,
            1 / s - wall_density * quarter / flux)


nodes = maxwell_nodes(64)
K_kin, K_wall = wall_layer(1.0, nodes)
K_mono, _ = wall_layer(1.0, one_speed_nodes(50))
assert abs(K_kin - wall_layer(1.0, maxwell_nodes(40))[0]) < 2e-4
assert abs(K_mono - wall_layer(1.0, one_speed_nodes(30))[0]) < 2e-4
for s in (0.05, 0.3, 0.7):                     # K must not depend on s
    assert abs(wall_layer(s, nodes)[0] - K_kin) < 1e-5
    assert abs(wall_layer(s, nodes)[1] - K_wall) < 1e-5
K_spec = {s: wall_layer(s, nodes, True)[0] for s in (0.1, 0.5, 1.0)}
assert abs(K_spec[1.0] - K_kin) < 1e-6


# ---------- particle simulation of a slab, from the collision rules alone
def consumed_fraction(s, thickness, emit, scatter, count):
    z = np.full(count, float(thickness))
    v = -emit(count)
    consumed = 0
    while z.size:
        z = z + v * rng.exponential(size=z.size)
        hit = z <= 0
        stick = hit & (rng.random(z.size) < s)
        consumed += int(stick.sum())
        keep = ~(stick | (z >= thickness))
        z, hit = z[keep], hit[keep]
        v = scatter(z.size)
        z[hit] = 0.0
        v[hit] = emit(int(hit.sum()))
    return consumed / count


def emit_maxwell(k):
    return np.sqrt(-np.log(1 - rng.random(k)))


def scatter_maxwell(k):
    return rng.normal(0, np.sqrt(0.5), k)


def emit_mono(k):
    return np.sqrt(1 - rng.random(k))


def scatter_mono(k):
    return rng.uniform(-1, 1, k)


particles, slab = 800_000, 6.0
runs = []
for label, s, emit, scatter, K, bulk in [
        ("Maxwell s=1.0", 1.0, emit_maxwell, scatter_maxwell, K_kin,
         slab * mean_speed / 4 / 0.5),
        ("Maxwell s=0.3", 0.3, emit_maxwell, scatter_maxwell, K_kin,
         slab * mean_speed / 4 / 0.5),
        ("one-speed s=1.0", 1.0, emit_mono, scatter_mono, K_mono,
         slab * 0.25 * 3)]:
    P = consumed_fraction(s, slab, emit, scatter, particles)
    sigma = np.sqrt((1 - P) / (P * particles)) / P
    kinetic = bulk + 1 / s - K + 1 - K
    closure = bulk + 1 / s - 0.5 + 0.5
    assert abs(1 / P - kinetic) < 4 * sigma    # statistical error only
    runs.append((label, 1 / P, sigma, kinetic, closure))
assert abs(runs[0][1] - runs[0][4]) > 5 * runs[0][2]   # K = 1/2 is not exact

# ---------- worked example: thermalised Ti in argon above a wafer (SI inside)
kB, u = const.k, const.atomic_mass
T, pressure_mTorr = 400.0, 100.0
pressure = pressure_mTorr * 1e-3 * const.torr
m_Ti, m_Ar = 47.87 * u, 39.95 * u
D, height, n_h, s_Ti = 0.2, 0.010, 1e18, 1.0
solid = 4500.0 / m_Ti                          # atoms per m3, rough density


def thermal_speed(temp):
    return np.sqrt(8 * kB * temp / (np.pi * m_Ti))


def flux_to_wafer(K, s=s_Ti, temp=T, diff=D):
    c = thermal_speed(temp)
    return n_h * c / 4 / (height * c / (4 * diff) + 1 / s - K)


c_Ti = thermal_speed(T)
B = height * c_Ti / (4 * D)
collision_rate = kB * T / (m_Ti * D)
free_path = c_Ti / collision_rate
J0, JM, JK = (flux_to_wafer(K) for K in (0.0, 0.5, K_kin))
for K, J in ((0.0, J0), (0.5, JM), (K_kin, JK)):  # diffusion meets wall law
    n_wall = n_h - J * height / D
    assert abs(J / (s_Ti / (1 - K * s_Ti) * n_wall * c_Ti / 4) - 1) < 1e-9

# energy lost per collision with an argon atom at rest, isotropic scattering
mu, w_mu = legendre(-1, 1, 10)
v_cm, v_rel = m_Ti / (m_Ti + m_Ar), m_Ar / (m_Ti + m_Ar)
loss = 1 - np.sum(0.5 * w_mu * (v_cm**2 + v_rel**2 + 2 * v_cm * v_rel * mu))
assert abs(loss - 2 * m_Ti * m_Ar / (m_Ti + m_Ar)**2) < 1e-12
start_eV = 3.0
end_eV = 3 * kB * T / const.e                  # twice the mean thermal energy
n_coll = np.log(start_eV / end_eV) / -np.log(1 - loss)
hot = 500.0
J_hot = flux_to_wafer(K_kin, temp=hot, diff=D * (hot / T)**1.5)
n_e, k_ion = 1e16, 1e-14                       # m^-3 and m3/s, rough
transit = height**2 / (2 * D)

print("KINETIC COEFFICIENT K (dimensionless)")
print(f"K, Maxwell speeds, diffuse return: {K_kin:.4f}")
print(f"K, one-speed scattering, diffuse return: {K_mono:.4f}")
print(f"K if true wall density is used: {K_wall:.4f}")
for s, K in K_spec.items():
    print(f"K, specular return, s={s}: {K:.4f}")
for s in (0.1, 1.0):
    print(f"outgoing f negative above v/vp, s={s}: {zero_speed(s):.3f}")
print(f"PARTICLE RUNS: {particles} particles, slab {slab} units")
for label, inverse, sigma, kinetic, closure in runs:
    print(f"{label}: 1/P = {inverse:.3f} +- {sigma:.3f}")
    print(f"   kinetic K: {kinetic:.3f}, Motz-Wise: {closure:.3f}")
print("EFFECTIVE STICKING: s, Motz-Wise, kinetic, MW excess in %")
for s in (0.01, 0.1, 0.3, 0.5, 1.0):
    mw, kin = s / (1 - s / 2), s / (1 - K_kin * s)
    print(f"{s:5.2f} {mw:8.5f} {kin:8.5f} {100 * (mw / kin - 1):7.3f}")
print("EXAMPLE: Ti in Ar")
print(f"T = {T:.0f} K, pressure = {pressure_mTorr:.0f} mTorr")
print(f"D = {D * 1e4:.0f} cm2/s, height = {height * 1e3:.0f} mm")
print(f"Ti density at height = {n_h * 1e-6:.1e} cm^-3, s = {s_Ti}")
print(f"solid Ti density = {solid * 1e-6:.3e} atoms/cm3")
print(f"mean speed = {c_Ti:.1f} m/s")
print(f"bulk resistance B = {B:.3f} (dimensionless)")
print(f"collision frequency = {collision_rate:.3e} 1/s")
for label, J in (("naive", J0), ("Motz-Wise", JM), ("kinetic", JK)):
    print(f"{label}: flux = {J * 1e-4:.4e} cm^-2 s^-1")
    print(f"   growth = {J / solid * 1e9 * 60:.2f} nm/min")
print(f"Motz-Wise over naive flux: {100 * (JM / J0 - 1):+.2f} %")
print(f"Motz-Wise over kinetic flux: {100 * (JM / JK - 1):+.2f} %")
print(f"naive over kinetic flux: {100 * (J0 / JK - 1):+.2f} %")
print("NEGLECTED EFFECTS")
print(f"mean free path = {free_path * 1e3:.2f} mm")
print(f"mean free path / height = {free_path / height:.3f}")
print(f"energy loss per collision = {100 * loss:.1f} %")
print(f"collisions from {start_eV} eV to {end_eV:.3f} eV: {n_coll:.1f}")
print(f"slowing-down path = {n_coll * free_path * 1e3:.1f} mm")
print(f"flux change, gas at {hot:.0f} K: {100 * (J_hot / JK - 1):+.1f} %")
print(f"electrons {n_e * 1e-6:.0e} cm^-3, rate {k_ion * 1e6:.0e} cm3/s")
print(f"transit time = {transit * 1e3:.3f} ms")
print(f"ionised in transit = {100 * n_e * k_ion * transit:.1f} %")
print(f"Ti fraction of gas = {n_h * kB * T / pressure:.1e}")
mono_change = flux_to_wafer(K_mono) / JK - 1
print(f"flux change, one-speed K: {100 * mono_change:+.2f} %")
print("all good")
```

Output:

```
KINETIC COEFFICIENT K (dimensionless)
K, Maxwell speeds, diffuse return: 0.4267
K, one-speed scattering, diffuse return: 0.4672
K if true wall density is used: 0.6011
K, specular return, s=0.1: 0.3506
K, specular return, s=0.5: 0.3857
K, specular return, s=1.0: 0.4267
outgoing f negative above v/vp, s=0.1: 16.838
outgoing f negative above v/vp, s=1.0: 0.886
PARTICLE RUNS: 800000 particles, slab 6.0 units
Maxwell s=1.0: 1/P = 4.527 +- 0.010
   kinetic K: 4.532, Motz-Wise: 4.385
Maxwell s=0.3: 1/P = 6.835 +- 0.018
   kinetic K: 6.865, Motz-Wise: 6.718
one-speed s=1.0: 1/P = 5.566 +- 0.013
   kinetic K: 5.566, Motz-Wise: 5.500
EFFECTIVE STICKING: s, Motz-Wise, kinetic, MW excess in %
 0.01  0.01005  0.01004   0.074
 0.10  0.10526  0.10446   0.772
 0.30  0.35294  0.34404   2.588
 0.50  0.66667  0.63560   4.888
 1.00  2.00000  1.74421  14.665
EXAMPLE: Ti in Ar
T = 400 K, pressure = 100 mTorr
D = 2000 cm2/s, height = 10 mm
Ti density at height = 1.0e+12 cm^-3, s = 1.0
solid Ti density = 5.661e+22 atoms/cm3
mean speed = 420.6 m/s
bulk resistance B = 5.258 (dimensionless)
collision frequency = 3.474e+05 1/s
naive: flux = 1.6804e+15 cm^-2 s^-1
   growth = 17.81 nm/min
Motz-Wise: flux = 1.8263e+15 cm^-2 s^-1
   growth = 19.36 nm/min
kinetic: flux = 1.8034e+15 cm^-2 s^-1
   growth = 19.11 nm/min
Motz-Wise over naive flux: +8.68 %
Motz-Wise over kinetic flux: +1.27 %
naive over kinetic flux: -6.82 %
NEGLECTED EFFECTS
mean free path = 1.21 mm
mean free path / height = 0.121
energy loss per collision = 49.6 %
collisions from 3.0 eV to 0.103 eV: 4.9
slowing-down path = 6.0 mm
flux change, gas at 500 K: +36.4 %
electrons 1e+10 cm^-3, rate 1e-08 cm3/s
transit time = 0.250 ms
ionised in transit = 2.5 %
Ti fraction of gas = 4.1e-04
flux change, one-speed K: +0.70 %
all good
```
